# Why aluminium and gold single-atom contacts differ in their conducting channels

**One orbital, one electron**

Put a single atom with one $s$ orbital between two identical metal leads. Electrons move coherently in a mean field, the two spins are equivalent, temperature is zero and the bias is small. The Landauer formula then gives the conductance as

$$G=G_0\sum_i T_i,\qquad G_0=\frac{2e^2}{h},\qquad t=\Gamma_R^{1/2}\,\mathcal G\,\Gamma_L^{1/2},$$

where the channel transmissions $T_i$ are the eigenvalues of $t^\dagger t$, $\mathcal G$ is the retarded Green function of the atom at the Fermi energy, and $\Gamma_{L,R}$ are the level widths due to each lead. Energies are measured from the Fermi energy.

The leads add a self-energy $\Lambda-i\Gamma/2$ to the level $\varepsilon$, with $\Gamma=\Gamma_L+\Gamma_R$ and $\Gamma_L=\Gamma_R=\Gamma/2$. So $\mathcal G=1/(-\varepsilon-\Lambda+i\Gamma/2)$ and

$$T=\Big(\frac{\Gamma}{2}\Big)^2|\mathcal G|^2=\frac{(\Gamma/2)^2}{(\varepsilon+\Lambda)^2+(\Gamma/2)^2}=\sin^2\delta,\qquad \cot\delta=\frac{\varepsilon+\Lambda}{\Gamma/2},\quad 0<\delta<\pi .$$

If $\Lambda$ and $\Gamma$ do not depend on energy, the occupation per spin is the area of a Lorentzian below the Fermi energy:

$$n=\int_{-\infty}^{0}\frac{dE}{\pi}\,\frac{\Gamma/2}{(E-\varepsilon-\Lambda)^2+(\Gamma/2)^2}=\frac12-\frac1\pi\arctan(\cot\delta)=\frac{\delta}{\pi},$$

because $\arctan(\cot\delta)=\pi/2-\delta$. This is the Friedel relation. Screening in a metal keeps the atom neutral. One valence electron means $n=1/2$ per spin, hence $\delta=\pi/2$ and $T=1$, whatever the width. This is the gold atom in its simplest form: a half-filled resonance is an open channel.

**Three electrons, four orbitals**

Aluminium has three valence electrons in $s$, $p_x$, $p_y$ and $p_z$, with $z$ along the contact. If direct hopping between the leads is neglected, all current passes through these four orbitals, so $t$ has rank four at most and there are at most four channels.

Let the contact have a threefold axis. Then $s$ and $p_z$ are unchanged by the rotation while $p_x$ and $p_y$ turn into each other, so the leads cannot mix the two groups, and they give $p_x$ and $p_y$ equal widths. Each of these two is a one-orbital problem with $T_x=T_y=\sin^2\delta_x$.

The pair $s,p_z$ needs more care. Let the two leads be mirror images. Since $s$ is even and $p_z$ odd under the mirror,

$$\Gamma_L=\begin{pmatrix}a&g\\ g&b\end{pmatrix},\qquad \Gamma_R=\begin{pmatrix}a&-g\\ -g&b\end{pmatrix}.$$

The off-diagonal parts cancel in the total self-energy, so $\mathcal G$ is diagonal. Its $s$ element is

$$\mathcal G_s=\frac{1}{a(-\cot\delta_s+i)}=\frac{\sin\delta_s}{-a\,e^{-i\delta_s}}=-\frac{\sin\delta_s}{a}e^{i\delta_s},$$

and $\mathcal G_z$ follows with $b$ and $\delta_z$. Call the two transmissions $T_a$ and $T_b$, and set $\kappa^2=g^2/(ab)$. The trace of $t^\dagger t$ is

$$T_a+T_b=a^2|\mathcal G_s|^2+b^2|\mathcal G_z|^2-2g^2\,\mathrm{Re}(\mathcal G_s\mathcal G_z^*)$$
$$=\sin^2\delta_s+\sin^2\delta_z-2\kappa^2\sin\delta_s\sin\delta_z\cos(\delta_s-\delta_z),$$

and its determinant is

$$T_aT_b=(ab-g^2)^2|\mathcal G_s\mathcal G_z|^2=(1-\kappa^2)^2\sin^2\delta_s\sin^2\delta_z .$$

If $\kappa=1$, each lead couples to a single $sp$ hybrid. The product vanishes and one channel is left. Writing $\cos(\delta_s-\delta_z)=\cos\delta_s\cos\delta_z+\sin\delta_s\sin\delta_z$ turns the sum into

$$\sin^2\delta_s(1-\sin^2\delta_z)+\sin^2\delta_z(1-\sin^2\delta_s)-2\sin\delta_s\cos\delta_s\sin\delta_z\cos\delta_z=\sin^2(\delta_s-\delta_z).$$

**Why the fourth channel is nearly closed**

Consider one bond along $z$. In the basis ($s$, $p$ along the bond) its hopping matrix is

$$V=\begin{pmatrix}V_{ss}&V_{sp}\\-V_{sp}&V_{pp}\end{pmatrix},\qquad \det V=V_{ss}V_{pp}+V_{sp}^2 .$$

If all lead orbitals have the same density of states, the width matrix is proportional to $VV^T$, so $1-\kappa^2=(\det V)^2/[(V_{ss}^2+V_{sp}^2)(V_{sp}^2+V_{pp}^2)]$. As $V_{ss}$ is negative and $V_{pp}$ positive, the two terms of the determinant oppose each other.

Take hoppings $\eta\hbar^2/(md^2)$ with $\eta=-1.32,\ 1.42,\ 2.22,\ -0.63$ for $ss$, $sp$, $pp\sigma$, $pp\pi$. At $d=0.29$ nm they are $-1.196$, $1.287$, $2.011$ and $-0.571$ eV. The determinant is $-2.406+1.655\approx-0.75$ eV², and $1-\kappa^2\approx0.56/(3.09\times5.70)\approx0.03$. With three slanted bonds per lead, as used below, $\kappa^2=0.941$. The product rule contains the square of $1-\kappa^2=0.059$, which is why the fourth channel is so small.

**What fixes the total**

Suppose first that the level widths are small compared with both the $s$–$p$ splitting and the lead band width, so that the self-energy hardly varies across a level and $\delta=\pi n$ holds. The $s$ shell is then full, $\delta_s=\pi$, and the $m=0$ channel has $T=\sin^2\delta_z$. One electron remains for the three $p$ orbitals, so $n_x+n_y+n_z=1/2$ per spin. With $A=\pi n_z$, $B=\pi n_x$, $C=\pi n_y$ we have $A+B+C=\pi/2$ and $\sin A=\cos(B+C)$. Hence

$$\sin^2A=(\cos B\cos C-\sin B\sin C)^2$$
$$=1-\sin^2B-\sin^2C+2\sin^2B\sin^2C-2\sin B\sin C\cos B\cos C,$$

where $\cos^2B\cos^2C=(1-\sin^2B)(1-\sin^2C)$ was used. Adding $\sin^2B+\sin^2C$ gives

$$\sum_iT_i=1-2\sin B\sin C\,(\cos B\cos C-\sin B\sin C)=1-2\sin A\sin B\sin C .$$

The total cannot exceed 1. Since $2\sin B\sin C=\cos(B-C)-\cos(B+C)\le1-\sin A$, the subtracted term is at most $\sin A(1-\sin A)\le1/4$. Therefore

$$\frac34\le\frac{G}{G_0}\le1 .$$

In this weak-coupling limit the two metals have similar conductance for a common reason. Each neutral atom has one electron outside its full shells. Gold puts it in one orbital, which gives one open channel; aluminium spreads it over three, which gives three partial channels whose sum stays close to one. The total is not a quantum of conductance, since it depends on how the electron is shared.

The sharing follows from the common $p$ level. If all lead orbitals have the same local Green function, $\lambda=\Lambda_i/(\Gamma_i/2)$ is the same for every orbital, and $\varepsilon_p=(\Gamma_i/2)(\cot\delta_i-\lambda)$. Put $\delta_x=\delta_y=\beta$ and $\delta_z=\pi/2-2\beta$, so that $\cot\delta_z=\tan2\beta$. With $r=\Gamma_x/\Gamma_z$,

$$\tan2\beta-\lambda=r(\cot\beta-\lambda).$$

For a half-filled lead band $\lambda=0$, and $2\tan^2\beta=r(1-\tan^2\beta)$ gives $\tan^2\beta=r/(2+r)$. For the geometry below, $r=0.3125$ and $\lambda=-0.20$, which gives transmissions 0.62, 0.10 and 0.10 with total 0.83. A full solution with all hoppings reduced a hundredfold also gives 0.83, and 1.00 for one valence electron. This limit shows the counting; a real atom so weakly coupled would show Coulomb blockade, which this mean field does not describe.

**Strong coupling opens the $s$ shell**

Let the $s$ occupation drop to $1-h$ per spin. Neutrality now requires $n_z+2n_x=1/2+h$. Keeping $\delta=\pi n$ and $\kappa=1$, with $\beta=\pi n_x$,

$$T_{m=0}=\sin^2[\pi(n_z+h)]=\sin^2\!\Big(\frac{\pi}{2}+2\pi h-2\beta\Big)=\cos^2(2\beta-2\pi h).$$

At fixed $\beta$ this grows with $h$ until $\pi h=\beta$, where the main channel is fully open and the total is $1+2\sin^2\beta$. Holes in the $s$ shell can thus lift the total above $G_0$, if there are enough of them.

**Numbers for a compact neck**

Each lead touches the atom through three lead atoms, on bonds with $\cos^2\theta=2/3$ to the axis. Every lead orbital is given an independent semi-elliptic density of states of half width $W=13$ eV, centred at $c$ so that the band is filled to 3/8 or 1/8. At the Fermi energy its Green function is $-2(c+i\sqrt{W^2-c^2})/W^2$. The $s$–$p$ splitting is 5 eV in both cases; the two necks differ in valence alone, in the atom and in the leads. The $s$ level is adjusted until the atom is neutral, with occupations integrated directly, because the self-energy now varies with energy.

For aluminium $c=2.57$ eV and the $p$ level lies at 1.820 eV. The $p_x$ width is 2.211 eV, so $\Lambda_x=-0.2016\times1.106=-0.223$ eV and

$$\cot\delta_x=\frac{1.820-0.223}{1.106}=1.444,\qquad T_x=\frac{1}{1+1.444^2}\approx0.324 .$$

The $m=0$ phases are $\delta_s=0.796\pi$ and $\delta_z=0.404\pi$. The sum rule gives $0.357+0.912-0.358=0.91$, and the product rule gives $0.059^2\times0.357\times0.912\approx0.0011$, so the fourth channel has $T\approx0.001$. If the $s$–$p$ hopping is removed and neutrality restored, it rises to 0.12. The total is $0.912+2\times0.324\approx1.56$, or 121 µS. The $s$ orbital holds 1.64 electrons instead of 2, so the hole effect just derived is at work, but it is not the whole cause. With the splitting raised to 40 eV the $s$ orbital holds 1.99 electrons, and the total is still 1.20. Because the self-energy varies with energy, $\delta=\pi n$ no longer holds: in that case $p_x$ has a phase of $0.14\pi$ but an occupation of only 0.11 per spin.

For gold the $p$ level lies at 6.9 eV, and $p_x$ and $p_y$ carry 0.02 each. The main channel has 0.74, not 1, because some $p_z$ character remains: $\delta_s=0.493\pi$ is almost ideal, but $\delta_z=0.175\pi$ reduces the phase difference. The total is 0.78, or 61 µS.

Totals $G/G_0$ for three bond lengths, all bonds being stretched together, are:

| Neck | 0.29 nm | 0.32 nm | 0.35 nm |
|---|---|---|---|
| Al, one atom | 1.56 | 1.49 | 1.37 |
| Al, two atoms | 0.89 | 0.98 | 0.98 |
| Au, one atom | 0.78 | 0.90 | 0.96 |
| Au, two atoms | 0.94 | 1.00 | 0.93 |

In this model, then, a compact one-atom aluminium neck lies well above $G_0$. With the parameters above, the total is near $G_0$ when two atoms in a row form the neck: at 0.29 nm the aluminium channels are then 0.63, 0.13 and 0.13. This aluminium total depends on the splitting, and 4 or 6 eV in place of 5 gives 0.76 or 0.99. The second atom both adds a link, which $p_x$ and $p_y$ electrons cross by $pp\pi$ hopping, and shifts the levels; the calculation does not separate the two effects.

**Beside real contacts**

The bond length is close to the neighbour distance in both metals, and the splitting is a rough atomic value. The lead density of states per orbital and spin, 0.048 and 0.038 eV⁻¹, compares with free-electron values of 0.050 and 0.034. Measured last plateaus lie roughly near $G_0$ for both metals, but the shape of the neck is usually not known, and real necks lack the symmetry assumed here. Making the right-hand hoppings 20% weaker lowers the aluminium total from 1.56 to 1.50 and leaves the gold total at 0.78 within rounding. A charge error of 0.1 electron moves them within 1.49–1.64 and 0.69–0.86. A splitting of 4 or 6 eV leaves aluminium near 1.55 but gives gold 0.64 or 0.88, so the gold value is uncertain by at least 0.1. Warming to 300 K changes either total by less than 0.001. Gold's $d$ shell is left out; each of its five levels, if 3 eV deep and 1 eV wide (both rough values), would transmit about 0.03 on its own. Lead half widths of 9 and 16 eV give one-atom totals of 1.60 and 1.52 for aluminium and of 0.70 and 0.82 for gold. For two atoms at 0.29 nm they give 0.82 and 0.89 for aluminium and 0.61 and 1.00 for gold, so a gold total near $G_0$ is not assured by the second atom alone. Direct hopping between the leads is also left out; if it follows the same $1/r^2$ rule with an extra factor $e^{-(r-d)/0.1\,\mathrm{nm}}$, it raises both one-atom totals by about 0.08 for mirror-image leads, and by 0.06 to 0.08 if the two triangles of lead atoms are staggered. A larger limit is that the three lead atoms on each side are neighbours of one another, which independent lead orbitals ignore. If each lead is instead a flat fcc (111) surface with the same hoppings, a 5 eV splitting, a neutral bulk and a surface layer shifted until it is neutral too, and the neck sits over the fcc hollow site, the one-atom totals become about 2.6 for aluminium and 0.5 for gold, and the two-atom totals at 0.29 nm about 1.4 and 0.7. The fourth channel stays nearly closed, but $p_x$ and $p_y$ become the most open channels of the one-atom aluminium neck. Over the hcp hollow site the aluminium totals are instead about 2.8 and 1.1, with the three open one-atom channels all near 0.93, while the gold totals move by only about 0.02. The totals in the table therefore belong to the simple leads used here and are not predictions for real contacts. Unequal $p_x$ and $p_y$ couplings, which would split the two equal channels, were not sized. The numerical output lists the remaining levels, charges and channels.

## Computed results

```
G0 = 2e^2/h = 77.481 uS
Inputs: bond 0.29 nm, s-p splitting 5.0 eV
Lead half width 13.0 eV
Hoppings ss, sp, pp-sigma, pp-pi (eV): -1.196 1.287 2.011 -0.571
Bond products ss*pps, sp^2 (eV^2): -2.406 1.655
Bond determinant -0.750 eV^2; kappa^2 = 0.9411
Al-like: lead band centre 2.569 eV
Al-like: s, p levels -3.180 1.820 eV
Al-like: widths s, pz, px 5.584 7.075 2.211 eV
Al-like: electrons in s, pz, px 1.641 0.712 0.324
Al-like: delta/pi s, pz, px 0.796 0.404 0.193
Al: DOS/orbital/spin, lead and free-electron 0.0480 0.0495 /eV
Au-like: lead band centre 8.251 eV
Au-like: s, p levels 1.855 6.855 eV
Au-like: widths s, pz, px 4.402 5.577 1.743 eV
Au-like: electrons in s, pz, px 0.790 0.149 0.031
Au-like: delta/pi s, pz, px 0.493 0.175 0.045
Au: DOS/orbital/spin, lead and free-electron 0.0378 0.0343 /eV
Channels: T(m=0 main), T(m=0 second), T(px)=T(py), total G/G0
Al-like, 1 atom(s), 0.29 nm: 0.9112 0.00124 0.3240 1.5605
Al-like, 1 atom(s), 0.32 nm: 0.9987 0.00056 0.2454 1.4902
Al-like, 1 atom(s), 0.35 nm: 0.9737 0.00027 0.1977 1.3695
Al-like, 2 atom(s), 0.29 nm: 0.6257 0.00001 0.1328 0.8913
Al-like, 2 atom(s), 0.32 nm: 0.7917 0.00000 0.0932 0.9781
Al-like, 2 atom(s), 0.35 nm: 0.8413 0.00000 0.0703 0.9819
Au-like, 1 atom(s), 0.29 nm: 0.7407 0.00127 0.0198 0.7815
Au-like, 1 atom(s), 0.32 nm: 0.8806 0.00055 0.0104 0.9020
Au-like, 1 atom(s), 0.35 nm: 0.9483 0.00026 0.0056 0.9597
Au-like, 2 atom(s), 0.29 nm: 0.9428 0.00003 0.0002 0.9432
Au-like, 2 atom(s), 0.32 nm: 0.9987 0.00001 0.0001 0.9988
Au-like, 2 atom(s), 0.35 nm: 0.9260 0.00000 0.0000 0.9261
Main necks, conductance Al, Au: 120.9 60.6 uS
Narrow limit: width ratio px/pz 0.3125, Al lead shift lambda -0.2016
Narrow limit Al: n(pz), n(px) per spin 0.2902 0.1049
Narrow limit Al: T(m=0), T(px), total 0.6248 0.1048 0.8344
Same, half-filled lead: T(m=0), T(px), total 0.5805 0.1191 0.8186
Hoppings x 0.01: total Al, Al with half-filled lead, Au 0.8346 0.8187 1.0000
Al without s-p hopping: second m=0 channel 0.1163
Al: change of G/G0 at 300 K 5.0e-04
Al: G/G0, atom charge -0.1, +0.1 electron 1.492 1.635
Al: G/G0, splitting 4, 6 eV 1.544 1.552
Al: G/G0, right hoppings 20% weaker 1.502
Au: change of G/G0 at 300 K -1.2e-04
Au: G/G0, atom charge -0.1, +0.1 electron 0.691 0.859
Au: G/G0, splitting 4, 6 eV 0.641 0.876
Au: G/G0, right hoppings 20% weaker 0.776
Au d level 3.0 eV deep, 1.0 eV wide: T = 0.0270 each
Largest errors: waves 4e-16, bath 0.0071, charge 3e-07
```
